The Bell-Evans-Polanyi Slope and Hammond Postulate from Two Crossing Curves

Q: I am told that in a family of similar reactions the barrier rises in step with the reaction energy. But the reaction energy compares the two ends of the path, and the barrier sits in the middle. Why should one know about the other?

A: In general it need not. A connection appears once we say how the members of the family differ. Take one reaction coordinate x and two diabatic curves, meaning energy curves that each keep one bonding pattern for all x. The reactant curve V_R(x) has its minimum at x = 0, and the product curve has its minimum at x = d. I write the product curve as V_P(x) + Δ and set both V_R(0) and V_P(d) to zero. Then Δ is the reaction energy, negative for an exothermic reaction. The assumption about the family is that its members differ in Δ alone: the product curve moves up or down rigidly.

Q: And the barrier?

A: For now, it is the height of the crossing point x_c above the reactant minimum:

V_R(x_c) = V_P(x_c) + Δ

E_a = V_R(x_c) − V_R(0) = V_R(x_c)

This is a potential-energy barrier, without zero-point or thermal terms. The coupling that rounds off the crossing comes later.

Q: You speak of "the" crossing. There could be none, or several.

A: Assume that V_R rises and V_P falls all the way from one minimum to the other. Then V_R(x) − V_P(x) rises steadily, from −V_P(0) at x = 0 to V_R(d) at x = d. It therefore takes the value Δ once between the minima, provided that

−V_P(0) < Δ < V_R(d)

Outside this range no crossing lies between the minima, and what follows does not apply.

Q: Then raise Δ a little. What happens to the crossing?

A: The crossing condition must continue to hold, so both sides change equally. Write g_R = V_R'(x_c), which is positive, and g_P = V_P'(x_c), which is negative. Differentiating the condition with respect to Δ gives

g_R dx_c/dΔ = g_P dx_c/dΔ + 1

The 1 comes from the explicit Δ. Collecting terms,

dx_c/dΔ = 1/(g_R − g_P) > 0

The denominator is positive because subtracting a negative gradient adds its size. A more endothermic reaction thus has its crossing closer to the product, and a more exothermic one has it closer to the reactant. This is the Hammond postulate in its form for a family of reactions.

Q: And the height?

A: The crossing stays on V_R, which does not move, so the chain rule suffices:

dE_a/dΔ = g_R dx_c/dΔ = g_R/(g_R − g_P) = |g_R|/(|g_R| + |g_P|) ≡ α

This is the Bell-Evans-Polanyi slope. It lies between 0 and 1 because both gradient sizes are positive. Geometrically, when the product curve rises by a small amount, the crossing climbs the reactant curve. If that curve is shallow compared with the product curve, the crossing gains little height and α is small.

The reverse barrier, measured from the product minimum, is E_a − Δ. Its slope is α − 1: raising the product lowers the barrier for going back.

Q: Show me numbers.

A: Take a model atom transfer with two Morse curves,

V_R = A_R [1 − exp(−a_R x)]²

V_P = A_P [1 − exp(−a_P (d − x))]²

with A_R = 0.16 and A_P = 0.20 hartree, a_R = 1.0 and a_P = 1.1 per bohr, and d = 1.2 bohr. These are round parameters, not a particular molecule. The allowed range of Δ is −0.107 to 0.078 hartree. At Δ = 0 the curves cross at x_c = 0.675 bohr, with E_a = 0.0385 hartree, or 1.05 eV. The gradients there are g_R = 0.0800 and g_P = −0.1084 hartree/bohr, so

α = 0.0800/(0.0800 + 0.1084) = 0.425

dx_c/dΔ = 1/0.1883 = 5.31 bohr/hartree

For Δ = −0.02, 0 and +0.02 hartree the crossing lies at 0.569, 0.675 and 0.782 bohr. It moves toward the product, as the sign requires.

Q: You have a derivative, but the relation is usually stated as a straight line. Where does the line come from?

A: From stopping a Taylor expansion at first order. With E_0 and α_0 the barrier and slope at Δ = 0,

E_a ≈ E_0 + α_0 Δ + ½κΔ², κ = dα/dΔ at Δ = 0

The last term is the leading error of the straight line near Δ = 0. It measures that error only over a range where κ itself changes little; further out the higher terms can exceed it. To find κ, let k_R and k_P be the second derivatives of V_R and V_P at the crossing. The quotient rule gives

dα/dx_c = [k_R(g_R − g_P) − g_R(k_R − k_P)]/(g_R − g_P)²

The terms g_R k_R cancel, leaving

dα/dx_c = (g_R k_P − g_P k_R)/(g_R − g_P)²

Multiplying by dx_c/dΔ = 1/(g_R − g_P),

κ = (g_R k_P − g_P k_R)/(g_R − g_P)³

In the example k_R = 0.0030 and k_P = 0.0332 hartree/bohr², which gives κ = 0.45 per hartree. At Δ = +0.02 hartree the line predicts 0.0385 + 0.425 × 0.02 = 0.0470 hartree. The true crossing is higher by 1.1 × 10⁻⁴ hartree, about 1.3% of the change in barrier. The term ½κΔ² accounts for 0.9 × 10⁻⁴ of this; the rest comes from the variation of κ itself.

Q: Those curvatures are suspiciously small. Did you choose a case that flatters the line?

A: It does flatter the line: the chosen d places the crossing near the inflection points of both curves. At a distance s from its minimum a Morse curve has second derivative

V'' = 2Aa² e(2e − 1), e = exp(−as)

It vanishes at e = ½, that is, at s = ln 2/a. This is 0.69 bohr for the reactant curve and 0.63 bohr for the product curve. The crossing is 0.675 bohr from one minimum and 0.525 bohr from the other, so both curves are nearly straight there.

Now replace them by parabolas with the force constants of the minima, 0.320 and 0.484 hartree/bohr². At Δ = 0 this gives κ = 1.76 per hartree, about four times as large. For this choice of d and near Δ = 0, then, the line works better than the harmonic force constants would suggest; at Δ = +0.02 hartree the Morse κ has already grown to 0.85 per hartree.

Q: With parabolas, can I get the whole curve instead of an expansion?

A: Yes, and it is short when both have the same force constant k. The crossing condition is

½k x_c² = ½k(x_c − d)² + Δ

Expanding the square and cancelling ½k x_c² leaves

k d x_c = ½k d² + Δ

Define λ = ½k d², the energy of the reactant parabola at the product geometry. Since kd = 2λ/d,

x_c = (d/2)(1 + Δ/λ)

E_a = ½k x_c² = (λ/4)(1 + Δ/λ)² = (λ + Δ)²/(4λ)

The gradients are g_R = k x_c and g_P = k(x_c − d), so g_R − g_P = kd and

α = x_c/d

Here the slope equals the fractional position of the crossing.

Q: So a measured slope tells me how far along the path the transition state lies.

A: For equal parabolas, yes. In the Morse example the crossing is at x_c/d = 0.562, past the midpoint, while α = 0.425 is below one half. The slope compares steepnesses, and here the reactant curve is the shallower one at the crossing.

Q: But surely a later transition state at least means a larger slope?

A: That requires κ > 0. Since g_P is negative, the numerator of κ is g_R k_P + |g_P| k_R. It is positive if both curves bend upward at the crossing and negative if both bend downward. Separate the same Morse curves to d = 2.0 bohr, and they cross where both bend downward. Raising Δ from −0.01 to +0.01 hartree then moves the crossing from 1.087 to 1.202 bohr, while α falls from 0.412 to 0.386. The shift of position survives; reading the position from the slope does not.

Q: Hammond's postulate is also stated without any family: a transition state close in energy to the reactant is close to it in structure. Your derivative does not say that.

A: It needs a separate argument. V_R rises steadily from zero, so a small value of V_R(x_c) is possible only at small x_c. Near the minimum, with k_0 = V_R''(0) > 0,

E_a ≈ ½k_0 x_c², hence x_c ≈ √(2E_a/k_0)

This is the strongly exothermic end of the range, Δ → −V_P(0). There g_R ≈ k_0 x_c tends to zero while g_P tends to the nonzero value V_P'(0), so α → 0. In the example, 10⁻⁴ hartree above that limit, E_a = 2.14 × 10⁻⁷ hartree and

√(2 × 2.14 × 10⁻⁷/0.320) = 0.00116 bohr

which agrees with the computed crossing to this precision; α is 0.004. At the endothermic end the roles are exchanged: the crossing approaches the product minimum, g_P → 0 and α → 1.

Q: Everything rests on the rigid shift. A substituent could also change the shape of the product curve.

A: Then the slope changes too. Starting from Δ = 0, replace V_P(x) by V_P(x) + εu(x), with small ε and V_R untouched. Differentiating the new crossing condition at ε = 0,

g_R dx_c/dε = g_P dx_c/dε + u(x_c)

so that

dx_c/dε = u(x_c)/(g_R − g_P)

dE_a/dε = g_R dx_c/dε = α u(x_c)

The reaction energy changes at the rate u(d). The product minimum also moves, but this has no first-order effect on its energy because V_P'(d) = 0. Dividing the two rates, for u(d) ≠ 0,

slope = α u(x_c)/u(d)

A rigid shift has u(x_c) = u(d) and returns α. Now try u(x) = 1 + c(d − x), for which u(d) = 1. With c = +4 per bohr,

u(x_c) = 1 + 4 × (1.2 − 0.675) = 3.10, slope = 0.4246 × 3.10 = 1.32

With c = −4 per bohr, u(x_c) = −1.10 and the slope is −0.47. In that case the crossing moves toward the reactant as the reaction energy rises, at u(x_c)/(g_R − g_P) = −5.85 bohr/hartree. The product minimum moves the same way and faster, at c/V_P''(d) = −4/0.484 = −8.26 bohr/hartree, so the crossing comes closer to both minima. Its fractional position between them falls, and by that measure the Hammond shift fails as well. A slope outside the interval from 0 to 1 shows that the rigid-shift model does not describe the family.

Q: My last objection is the largest. The system does not climb to a sharp crossing. The two bonding patterns mix, and the true transition state is a smooth maximum along x.

A: Include the mixing through a coupling W that does not depend on x or Δ. The energies are then the eigenvalues of the matrix with diagonal elements V_R and V_P + Δ and off-diagonal element W. With G = V_R − V_P − Δ and S = √(G² + 4W²), the lower one is

E₋ = ½(V_R + V_P + Δ) − ½S

Let the normalized lower eigenvector have weight w on the product pattern and 1 − w on the reactant pattern. When a parameter changes, the first-order change of an eigenvalue is the average of the matrix change in its eigenvector. The change of the eigenvector itself does not contribute, because the normalization is fixed. Since Δ appears in the product element alone, and W is constant,

∂E₋/∂Δ = w

∂E₋/∂x = (1 − w)V_R' + wV_P'

At the maximum the second expression is zero. Taking g_R and g_P now at the maximum itself,

g_R − w‡(g_R − g_P) = 0, hence w‡ = g_R/(g_R − g_P)

The same gradient ratio returns, now as the share of product character in the transition state.

Q: Is that the slope of the smooth barrier?

A: Nearly, provided W is small compared with the vertical gaps at the two minima, V_P(0) + Δ and V_R(d) − Δ. Each stationary energy changes with Δ at a rate equal to its own w, since moving the point costs nothing at first order. Let w_r be the product weight at the reactant minimum and w_p that at the product minimum. Under the condition just stated w_r is small and w_p is slightly below 1. Toward either end of the allowed range of Δ one of the gaps closes, and this no longer holds. The barrier therefore changes at the rate w‡ − w_r, the reaction energy at the rate w_p − w_r, and

slope = (w‡ − w_r)/(w_p − w_r)

With W = 0.01 hartree and Δ = 0 the example gives

w‡ = 0.0799/(0.0799 + 0.1089) = 0.423

slope = (0.4233 − 0.0085)/(0.9843 − 0.0085) = 0.425

The barrier falls from 0.0385 to 0.0296 hartree (0.80 eV), but at this Δ the slope barely moves; at Δ = −0.08 hartree the same coupling gives w_r = 0.12, w‡ = 0.30 and a slope of 0.21, against 0.34 for the bare crossing. The drop is slightly less than W, mainly because mixing also lowers the reactant minimum, by about W²/V_P(0) = 0.0009 hartree.

Q: And does the smooth maximum still shift toward the product?

A: Its position x‡ satisfies ∂E₋/∂x = 0 for every Δ. Differentiate that condition, using ∂²E₋/∂x∂Δ = ∂w/∂x:

E₋'' dx‡/dΔ + ∂w/∂x = 0, hence dx‡/dΔ = −(∂w/∂x)/E₋''

For the sign of ∂w/∂x, differentiate E₋ with respect to Δ directly. Since ∂S/∂Δ = −G/S, this gives w = ½(1 + G/S). Then, with G' = V_R' − V_P' and S' = GG'/S,

∂w/∂x = ½G'(1/S − G²/S³) = ½G'(S² − G²)/S³ = 2W²G'/S³ > 0

At a maximum E₋'' is negative, so dx‡/dΔ is positive. In the example E₋'' = −0.84 hartree/bohr² and dx‡/dΔ = 5.39 bohr/hartree, against 5.31 for the bare crossing.

Q: Can the coupling be as large as I like?

A: Only as long as a maximum remains. Differentiating the gradient of E₋ once more gives

E₋'' = (1 − w)V_R'' + wV_P'' − (∂w/∂x)(V_R' − V_P')

Where both diabats bend upward, only the last term can make E₋'' negative. It equals −2W²(G')²/S³. Since S ≥ 2W, its size is at most (G')²/(4W), a value reached where the curves cross, and this bound shrinks as W grows. If both diabats have positive curvature over the whole range between the minima, a large enough W therefore makes E₋'' positive throughout. That removes the maximum, and with it the barrier whose slope we were discussing. Where the diabats bend downward, their own curvature is negative and this argument does not apply. The square-root law for nearly vanishing barriers was derived for the bare crossing only; nothing here establishes it for the coupled curve.

The slopes, the shifts of position, the wide pair and the non-rigid changes are checked numerically by root finding, finite differences and diagonalization. The behaviour at large W is argued above but not tested.

Numbers as computed

```
Morse depths R, P: 0.16, 0.20 hartree
Morse ranges R, P: 1.0, 1.1 1/bohr
distance of minima d: 1.2 bohr; coupling W: 0.01 hartree
allowed shift range: -0.1074 to 0.0781 hartree
shift -0.02 hartree: xc = 0.5688 bohr, Ea = 0.03011 hartree
  gR = 0.07860, gP = -0.11000 hartree/bohr, alpha = 0.4168
  dxc/dshift = 5.302 bohr/hartree, kappa = 0.390 1/hartree
shift +0.00 hartree: xc = 0.6747 bohr, Ea = 0.03852 hartree
  gR = 0.07997, gP = -0.10836 hartree/bohr, alpha = 0.4246
  dxc/dshift = 5.310 bohr/hartree, kappa = 0.447 1/hartree
shift +0.02 hartree: xc = 0.7824 bohr, Ea = 0.04713 hartree
  gR = 0.07942, gP = -0.10237 hartree/bohr, alpha = 0.4369
  dxc/dshift = 5.501 bohr/hartree, kappa = 0.852 1/hartree
barrier at zero shift: 1.048 eV
fractional position xc/d at zero shift: 0.5622
linear law at -0.02: 0.03003 hartree
  true minus linear: 8.08e-05, kappa term: 8.93e-05 hartree
linear law at +0.02: 0.04702 hartree
  true minus linear: 1.09e-04, kappa term: 8.93e-05 hartree
force constants at minima R, P: 0.320, 0.484 hartree/bohr^2
Morse curvatures at xc: 0.0030, 0.0332 hartree/bohr^2
kappa for parabolas, zero shift: 1.765 1/hartree
wide pair, d = 2.0 bohr, shifts -0.01 and +0.01 hartree:
  xc = 1.0872, 1.2021 bohr; alpha = 0.4118, 0.3863
1e-04 hartree above lower limit: Ea = 2.14e-07 hartree
  xc = 0.001158, sqrt estimate = 0.001157 bohr
  alpha = 0.0043
1e-04 hartree below upper limit: alpha = 0.9895
equal parabolas: lambda = 0.2304, Ea(0) = 0.0576 hartree
non-rigid change, c = +4 1/bohr: slope = 1.3169
non-rigid change, c = -4 1/bohr: slope = -0.4676
coupled curves at zero shift:
  saddle x = 0.6582 bohr, gR = 0.07990, gP = -0.10885 hartree/bohr
  barrier = 0.02956 hartree = 0.804 eV
  reaction energy = -0.00034 hartree
  product weights: reactant 0.0085, saddle 0.4233, product 0.9843
  slope of barrier against reaction energy = 0.4251
  curvature at saddle = -0.8445 hartree/bohr^2
  saddle shift dx/dshift = 5.392 bohr/hartree
```
